# Pauli–Villars Vacuum Polarization: Two Mass Conditions and One Logarithm: verification in Python

```python
"""Pauli-Villars regularized vacuum polarization at one loop.

Result under test: if sum c_i = 0 and sum c_i M_i^2 = 0 (i = 0 is the
physical fermion, c_0 = 1, M_0 = m), the summed loop is finite and equals
(q^2 delta_mn - q_m q_n) Pi(q^2), where
Pi = -(2 alpha/pi) int_0^1 dx x(1-x) sum c_i ln(M_i^2 + x(1-x) q^2).
For heavy regulators Pi depends on them only through
ln Lambda^2 = - sum_{i>=1} c_i ln M_i^2.
Euclidean momenta, hbar = c = 1, masses in units of m, e^2 = 4 pi alpha.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

alpha = constants.fine_structure
mass_mev = constants.physical_constants[
    "electron mass energy equivalent in MeV"][0]
pi = np.pi

# Hermitian Euclidean gamma matrices
s1 = np.array([[0, 1], [1, 0]], complex)
s2 = np.array([[0, -1j], [1j, 0]], complex)
s3 = np.array([[1, 0], [0, -1]], complex)
gamma = [np.kron(s2, s) for s in (s1, s2, s3)] + [np.kron(s1, np.eye(2))]
for a in range(4):
    for b in range(4):
        anti = gamma[a] @ gamma[b] + gamma[b] @ gamma[a]
        assert np.allclose(anti, 2 * (a == b) * np.eye(4))


def slash(p):
    return sum(p[a] * gamma[a] for a in range(4))


def loop_integrand(mu, nu, l, k, coeffs, masses_sq):
    """-sum c_i tr[gamma_mu S_i(l) gamma_nu S_i(k)] from matrices."""
    total = 0.0
    for c, m2 in zip(coeffs, masses_sq):
        unit = np.sqrt(m2) * np.eye(4)
        trace = np.trace(gamma[mu] @ (unit - 1j * slash(l))
                         @ gamma[nu] @ (unit - 1j * slash(k)))
        total -= c * trace.real / ((l @ l + m2) * (k @ k + m2))
    return total


# Trace formula against explicit matrices, with true inverse propagators
rng = np.random.default_rng(4)
l_test, k_test = rng.normal(size=4), rng.normal(size=4)
m_test = 1.7
prop_l = np.linalg.inv(1j * slash(l_test) + m_test * np.eye(4))
prop_k = np.linalg.inv(1j * slash(k_test) + m_test * np.eye(4))
trace_error = 0.0
for mu in range(4):
    for nu in range(4):
        direct = -np.trace(gamma[mu] @ prop_l @ gamma[nu] @ prop_k)
        numer = 4 * (l_test[mu] * k_test[nu] + l_test[nu] * k_test[mu]
                     - (mu == nu) * (l_test @ k_test + m_test**2))
        formula = numer / ((l_test @ l_test + m_test**2)
                           * (k_test @ k_test + m_test**2))
        trace_error = max(trace_error, abs(direct - formula))
assert trace_error < 1e-12


def two_regulators(m1_sq, m2_sq):
    """Coefficients and squared masses obeying both conditions, m = 1."""
    gap = m2_sq - m1_sq
    coeffs = np.array([1.0, -(m2_sq - 1) / gap, (m1_sq - 1) / gap])
    masses_sq = np.array([1.0, m1_sq, m2_sq])
    assert abs(coeffs.sum()) < 1e-12
    assert abs(coeffs @ masses_sq) < 1e-11 * m2_sq
    return coeffs, masses_sq


def log_lambda_sq(coeffs, masses_sq):
    return -np.dot(coeffs[1:], np.log(masses_sq[1:]))


def loop_quadrature(coeffs, masses_sq, q, routing=0.0, n=110):
    """Longitudinal and transverse loop tensor over e^2, by 4D quadrature.

    The fermion lines carry l - routing*q and l + (1 - routing)*q.
    """
    nodes, weights = np.polynomial.legendre.leggauss(n)
    t, wt = (nodes + 1) / 2, weights / 2
    scale = 3.0
    r = (scale * t / (1 - t))[:, None]
    wr = (wt * scale / (1 - t)**2)[:, None]
    theta, wtheta = pi * t[None, :], pi * wt[None, :]
    par1 = r * np.cos(theta) - routing * q
    par2 = par1 + q
    perp_sq = (r * np.sin(theta))**2
    dot = par1 * par2 + perp_sq
    longi, trans = 0.0, 0.0
    for c, m2 in zip(coeffs, masses_sq):
        denom = (par1**2 + perp_sq + m2) * (par2**2 + perp_sq + m2)
        longi = longi + 4 * c * (2 * par1 * par2 - dot - m2) / denom
        trans = trans + 4 * c * (2 * perp_sq / 3 - dot - m2) / denom
    measure = 4 * pi * r**3 * np.sin(theta)**2 * wr * wtheta / (2 * pi)**4
    return np.sum(measure * longi), np.sum(measure * trans)


def polarization(coeffs, masses_sq, q_sq):
    def f(x):
        w = x * (1 - x)
        return w * np.dot(coeffs, np.log(masses_sq + w * q_sq))
    return -2 * alpha / pi * quad(f, 0, 1, epsabs=1e-13, epsrel=1e-13)[0]


def finite_part(q_sq):
    """Pi(0) - Pi(q^2) when the regulators are infinitely heavy."""
    def f(x):
        w = x * (1 - x)
        return w * np.log1p(w * q_sq)
    return 2 * alpha / pi * quad(f, 0, 1, epsabs=1e-14, epsrel=1e-13)[0]


q = 2.0
q_sq = q**2
light_c, light_m2 = two_regulators(9.0, 17.0)
single_c, single_m2 = np.array([1.0, -1.0]), np.array([1.0, 9.0])

# Large-momentum decay of the summed integrand in a generic direction
direction = np.array([0.8, 0.0, 0.0, 0.6])
q_vec = np.array([0.0, 0.0, 0.0, q])
powers = []
for c, m2 in (([1.0], [1.0]), (single_c, single_m2), (light_c, light_m2)):
    vals = [loop_integrand(0, 0, r * direction, r * direction + q_vec, c, m2)
            for r in (1000.0, 2000.0)]
    powers.append(np.log2(abs(vals[0] / vals[1])))
assert np.allclose(powers, [2, 4, 6], atol=0.03)

# Full loop: transversality, routing independence, logarithmic formula
e_sq = 4 * pi * alpha
long_a, trans_a = loop_quadrature(light_c, light_m2, q)
long_b, trans_b = loop_quadrature(light_c, light_m2, q, routing=0.3)
pi_direct = e_sq * trans_a / q_sq
pi_formula = polarization(light_c, light_m2, q_sq)
assert abs(long_a) < 1e-7 and abs(long_b) < 1e-7
assert abs(trans_a - trans_b) < 1e-7
assert abs(pi_direct - pi_formula) < 1e-7 * e_sq

# Zero-momentum limit: one logarithm for any regulator masses.
# The known q^2 slope is removed; the rest is of order q^4.
q_small = 0.2
trans_small = loop_quadrature(light_c, light_m2, q_small)[1]
slope = -np.dot(light_c, 1 / light_m2) / (60 * pi**2)
zero_direct = e_sq * (trans_small / q_small**2 - slope * q_small**2)
zero_formula = alpha / (3 * pi) * log_lambda_sq(light_c, light_m2)
assert abs(zero_direct - zero_formula) < 2e-6 * e_sq

# Only the first condition: a spurious photon mass term remains
long_single, trans_single = loop_quadrature(single_c, single_m2, q)
mass_term = np.dot(single_c, single_m2) / (8 * pi**2)
assert abs(long_single - mass_term) < 1e-7
pi_single = polarization(single_c, single_m2, q_sq)
assert abs(trans_single - mass_term - q_sq * pi_single / e_sq) < 1e-7

# Heavy regulators: A and B share Lambda, C is ten times heavier than A
set_a = two_regulators(50.0**2, 2 * 50.0**2 - 1)
target = log_lambda_sq(*set_a)
m1_b = brentq(lambda m1: log_lambda_sq(*two_regulators(m1**2, 9 * m1**2))
              - target, 5, 500, xtol=1e-12)
set_b = two_regulators(m1_b**2, 9 * m1_b**2)
set_c = two_regulators(500.0**2, 2 * 500.0**2 - 1)
finite = finite_part(q_sq)
rows = []
for name, (c, m2) in zip("ABC", (set_a, set_b, set_c)):
    log_l = log_lambda_sq(c, m2)
    full = polarization(c, m2, q_sq)
    one_log = alpha / (3 * pi) * log_l - finite
    rest = full - one_log
    lead = -alpha * q_sq / (15 * pi) * np.dot(c[1:], 1 / m2[1:])
    bound = alpha * q_sq / (15 * pi) * np.dot(abs(c[1:]), 1 / m2[1:])
    assert abs(rest / lead - 1) < 0.01
    assert abs(rest) <= bound
    assert np.exp(log_l / 2) < np.sqrt(m2[1])
    rows.append((name, c, m2, log_l, full, one_log, rest, lead, bound))
assert abs(rows[0][4] - rows[1][4]) < rows[0][8] + rows[1][8]
shift_ca = rows[2][4] - rows[0][4]
shift_log = alpha / (3 * pi) * (rows[2][3] - rows[0][3])
assert abs(shift_ca - shift_log) < rows[0][8] + rows[2][8]

# Low-momentum start of the regulator-independent part, from set C
q_low = 0.01
low_full = polarization(*set_c, 0.0) - polarization(*set_c, q_low)
low_lead = alpha * q_low / (15 * pi)
assert abs(low_full / low_lead - 1) < 0.01

print(f"alpha = {alpha:.9f} (dimensionless); m = {mass_mev:.6f} MeV")
print(f"q^2 = {q_sq:.1f} m^2")
print("Decay powers of integrand (no, one, two conditions): "
      + ", ".join(f"{p:.3f}" for p in powers))
print("Direct quadrature, M1^2 = 9 m^2, M2^2 = 17 m^2")
print("  c0, c1, c2 =", ", ".join(f"{c:.4f}" for c in light_c))
print(f"  longitudinal part / e^2 = {long_a:.1e} m^2")
print(f"  same, other routing     = {long_b:.1e} m^2")
print(f"  transverse part / e^2   = {trans_a:.7f} m^2")
print(f"  same, other routing     = {trans_b:.7f} m^2")
print(f"  Pi(q^2) from quadrature = {pi_direct:.7e}")
print(f"  Pi(q^2) from formula    = {pi_formula:.7e}")
print(f"  Pi(0) from quadrature   = {zero_direct:.5e}")
print(f"  Pi(0) from logarithm    = {zero_formula:.5e}")
print("One regulator, c1 = -1, M1^2 = 9 m^2 (second condition broken)")
print(f"  longitudinal part / e^2 = {long_single:.7f} m^2")
print(f"  predicted mass term     = {mass_term:.7f} m^2")
print(f"Finite part Pi(0)-Pi(q^2), heavy limit = {finite:.7e}")
for name, c, m2, log_l, full, one_log, rest, lead, bound in rows:
    lam = np.exp(log_l / 2)
    print(f"Set {name}: M1 = {np.sqrt(m2[1]):.5f} m, "
          f"M2 = {np.sqrt(m2[2]):.5f} m")
    print(f"  c1 = {c[1]:.6f}, c2 = {c[2]:.6f}")
    print(f"  Lambda = {lam:.5f} m = {lam * mass_mev:.4f} MeV")
    print(f"  ln(Lambda^2/m^2) = {log_l:.6f}")
    print(f"  Pi(0) = {alpha / (3 * pi) * log_l:.7e}")
    print(f"  Pi(q^2) full = {full:.8e}, one-log = {one_log:.8e}")
    print(f"  remainder = {rest:.4e}, leading = {lead:.4e}, "
          f"bound = {bound:.4e}")
print(f"Pi(q^2), set B minus set A = {rows[1][4] - rows[0][4]:.4e}")
print(f"Pi(q^2), set C minus set A = {shift_ca:.7e}")
print(f"Change of the logarithm term = {shift_log:.7e}")
print(f"Pi(0)-Pi(q^2) at q^2 = {q_low} m^2: {low_full:.5e}")
print(f"  leading term alpha q^2/(15 pi m^2): {low_lead:.5e}")
print("all good")
```

Running it gives:

```
alpha = 0.007297353 (dimensionless); m = 0.510999 MeV
q^2 = 4.0 m^2
Decay powers of integrand (no, one, two conditions): 1.995, 3.997, 5.996
Direct quadrature, M1^2 = 9 m^2, M2^2 = 17 m^2
  c0, c1, c2 = 1.0000, -2.0000, 1.0000
  longitudinal part / e^2 = 1.5e-09 m^2
  same, other routing     = 9.3e-10 m^2
  transverse part / e^2   = 0.0373325 m^2
  same, other routing     = 0.0373325 m^2
  Pi(q^2) from quadrature = 8.5585856e-04
  Pi(q^2) from formula    = 8.5585855e-04
  Pi(0) from quadrature   = 1.20885e-03
  Pi(0) from logarithm    = 1.20882e-03
One regulator, c1 = -1, M1^2 = 9 m^2 (second condition broken)
  longitudinal part / e^2 = -0.1013212 m^2
  predicted mass term     = -0.1013212 m^2
Finite part Pi(0)-Pi(q^2), heavy limit = 4.4891104e-04
Set A: M1 = 50.00000 m, M2 = 70.70361 m
  c1 = -2.000000, c2 = 1.000000
  Lambda = 35.35888 m = 18.0683 MeV
  ln(Lambda^2/m^2) = 7.131099
  Pi(0) = 5.5214184e-03
  Pi(q^2) full = 5.07287891e-03, one-log = 5.07250736e-03
  remainder = 3.7155e-07, leading = 3.7163e-07, bound = 6.1944e-07
Set B: M1 = 40.56041 m, M2 = 121.68123 m
  c1 = -1.124924, c2 = 0.124924
  Lambda = 35.35888 m = 18.0683 MeV
  ln(Lambda^2/m^2) = 7.131099
  Pi(0) = 5.5214184e-03
  Pi(q^2) full = 5.07292557e-03, one-log = 5.07250736e-03
  remainder = 4.1821e-07, leading = 4.1832e-07, bound = 4.2877e-07
Set C: M1 = 500.00000 m, M2 = 707.10607 m
  c1 = -2.000000, c2 = 1.000000
  Lambda = 353.55374 m = 180.6656 MeV
  ln(Lambda^2/m^2) = 11.736071
  Pi(0) = 9.0869247e-03
  Pi(q^2) full = 8.63801740e-03, one-log = 8.63801369e-03
  remainder = 3.7165e-09, leading = 3.7165e-09, bound = 6.1942e-09
Pi(q^2), set B minus set A = 4.6660e-08
Pi(q^2), set C minus set A = 3.5651385e-03
Change of the logarithm term = 3.5655063e-03
Pi(0)-Pi(q^2) at q^2 = 0.01 m^2: 1.54688e-06
  leading term alpha q^2/(15 pi m^2): 1.54855e-06
all good
```
